# Madelung constants of zincblende and wurtzite, and their dependence on stacking

## Question

A binary crystal is modelled by point charges $+q$ (cations) and $-q$ (anions). In ideal zincblende and ideal wurtzite every ion sits at the centre of a regular tetrahedron of opposite ions at distance $d$. The Madelung constant $M$ is defined by

$$E=-M\,\frac{q^2}{4\pi\varepsilon_0 d},$$

where $E$ is the electrostatic energy per ion pair at zero macroscopic field. The bond length $d$ and the charge $q$ are held fixed when structures are compared. In parts (a) to (e), lengths are in units of $d$, charges in units of $q$ and energies in units of $q^2/(4\pi\varepsilon_0 d)$.

**(a)** Describe both crystals as stacks of identical layers of vertical cation–anion pairs. Find the in-plane lattice constant, the layer spacing and the volume per pair.

**(b)** Derive the Ewald expression for the energy and evaluate $M$ for both crystals.

**(c)** Construct a real-space sum that converges to the same constants, and explain why it does.

**(d)** Find how the energy depends on the lateral positions of two layers. Obtain a closed leading-order formula for $M_{\rm wz}-M_{\rm zb}$.

**(e)** Which stacking of these layers has the lowest point-charge energy? Prove the answer.

**(f)** CdTe normally crystallizes as zincblende. Take the rough values $d=0.28$ nm, static dielectric constant 10 and intrinsic stacking-fault energy 10 mJ/m², with a model charge $q=0.7\,e$. Compare the point-charge prediction with the real case and size the main omissions.

## Model answers

### (a) Geometry

Let one bond of each cation point along $+z$. The angle between tetrahedral bonds has cosine $-1/3$, so the other three bonds have vertical component $-1/3$ and lateral length $\sqrt{1-1/9}=\sqrt8/3$.

A cation and the anion directly above it form a dumbbell of length 1. The dumbbells of one layer occupy a triangular net with lattice constant $a$. The lower bonds of a cation lead to three anions of the layer below, and the cation lies laterally at the centre of their triangle. The distance from centre to corner is $a/\sqrt3$, hence

$$\frac{a}{\sqrt3}=\frac{\sqrt8}{3}\quad\Rightarrow\quad a=\sqrt{8/3}.$$

The anions of one layer are at height 1, and the next cations lie $1/3$ higher. The layer spacing, net-cell area and volume per pair are therefore

$$H=\frac43,\qquad A=\frac{\sqrt3}{2}a^2=\frac{4}{\sqrt3},\qquad V_{\rm pair}=AH=\frac{16}{3\sqrt3}.$$

Each layer takes one of three lateral positions, $0$, $\boldsymbol\tau$ or $2\boldsymbol\tau$, with $\boldsymbol\tau=(\mathbf a_1+\mathbf a_2)/3$ and $60^\circ$ between $\mathbf a_1$ and $\mathbf a_2$. Adjacent layers must differ. Zincblende is the sequence 012012… and wurtzite is 0101…. For wurtzite $c=2H=8/3$, so $c/a=\sqrt{8/3}$ and the internal parameter is $u=1/c=3/8$. The volume per pair is the same in both crystals.

### (b) Ewald summation

The bare Coulomb sum converges only conditionally. Split the interaction as

$$\frac1r=\frac{\operatorname{erfc}(\alpha r)}{r}+\frac{\operatorname{erf}(\alpha r)}{r}.$$

The first part is short-ranged and is summed directly. The second is the potential of a unit Gaussian charge $\rho(r)=(\alpha^3/\pi^{3/2})e^{-\alpha^2r^2}$, because for $\phi=\operatorname{erf}(\alpha r)/r$

$$-\nabla^2\phi=-\frac1r\frac{d^2}{dr^2}\operatorname{erf}(\alpha r)=\frac{4\alpha^3}{\sqrt\pi}e^{-\alpha^2r^2}=4\pi\rho .$$

The Fourier transform of $\rho$ is $e^{-G^2/4\alpha^2}$, and Poisson's equation multiplies it by $4\pi/G^2$. For a cell of volume $V$ the smooth potential is

$$\phi_L(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha^2}}{G^2}\sum_jq_j\,e^{i\mathbf G\cdot(\mathbf r-\mathbf r_j)} .$$

Its energy is $\frac12\sum_iq_i\phi_L(\mathbf r_i)$. With $S(\mathbf G)=\sum_jq_je^{i\mathbf G\cdot\mathbf r_j}$, the double sum over charges becomes $|S|^2$. It includes the interaction of each ion with its own Gaussian. Since $\operatorname{erf}(\alpha r)/r\to2\alpha/\sqrt\pi$ as $r\to0$, this unwanted energy is $\frac12q_i^2\,(2\alpha/\sqrt\pi)$ per ion. Subtracting it gives

$$E_{\rm cell}=\frac12{\sum}'q_iq_j\frac{\operatorname{erfc}(\alpha r)}{r}+\frac{2\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha^2}}{G^2}|S(\mathbf G)|^2-\frac{\alpha}{\sqrt\pi}\sum_iq_i^2 .$$

The primed sum takes $i$ in the cell and $j$ over the whole crystal, without the ion itself.

The omitted term needs care. For a neutral cell with dipole $\mathbf p$, $S\to i\mathbf G\cdot\mathbf p$ at small $\mathbf G$, so $|S|^2/G^2$ tends to a value that depends on the direction of $\mathbf G$. This is the energy of a macroscopic field, which depends on sample shape. Dropping it imposes zero macroscopic field.

Terms with $r>6/\alpha$ or $G>12\alpha$ carry factors of order $e^{-36}$ and may be dropped. Dividing $-E_{\rm cell}$ by the number of pairs gives

$$M_{\rm zb}=1.638055,\qquad M_{\rm wz}=1.641322 .$$

The parameter $\alpha$ is a device of the calculation and must drop out. The energies computed with $\alpha=1.0$ and with $\alpha=1.9$ differ by at most $6.7\times10^{-16}$, which is rounding error. At fixed $d$ wurtzite is lower in energy, by 0.199 % of the zincblende value.

### (c) A convergent real-space sum

Group each cation with one quarter of each of its four anions. This unit has zero charge. Its dipole vanishes because the bond vectors $\mathbf b$ sum to zero: vertically $1-3\times\frac13=0$, and laterally by threefold symmetry. The second moments of the bonds are

$$\sum b_z^2=1+3\times\frac19=\frac43,\qquad \sum b_x^2=\sum b_y^2=\frac32\times\frac89=\frac43,$$

and the mixed ones vanish. The charge of the unit thus has second moment $-\frac14\cdot\frac43\,\delta_{ij}=-\frac13\delta_{ij}$, which is isotropic.

Give the unit centred at $\mathbf R$ a weight $w(R)$ that equals 1 in a large central region and falls smoothly to zero. The local variation of the potential in the centre is then that of the infinite crystal. What remains is the effect of the slowly varying average charge density. With $n$ units per volume, a Taylor expansion of $w$ gives this density as

$$\bar\rho=\frac n2\left(-\frac13\right)\nabla^2w+\dots=-\frac n6\nabla^2w+\dots$$

Poisson's equation $\nabla^2\bar\phi=-4\pi\bar\rho$ yields $\bar\phi=(2\pi n/3)\,w$, a constant where $w=1$. The higher moments give third and higher derivatives of a function $\Phi$ that obeys $\nabla^2\Phi=-4\pi w$. In the central region $\Phi={\rm const}-2\pi r^2/3$, so these derivatives vanish. A nonzero dipole would have left a first derivative, that is, a uniform field.

The constant shifts all sites equally and cancels between opposite charges. All cations are equivalent in each crystal, and so are all anions, hence

$$E=\tfrac12(\phi_{\rm cation}-\phi_{\rm anion}),\qquad M=-\tfrac12(\phi_{\rm cation}-\phi_{\rm anion}),$$

where each potential excludes the ion at the site itself. With $w=\frac12\operatorname{erfc}[(R-20)/3.5]$ the sums give 1.63805505 and 1.64132163, equal to the Ewald values in all eight printed decimals.

### (d) Interaction of two layers

A triangular net of unit charges at $z=0$ has the charge density $\frac1A\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}\delta(z)$, where $\mathbf G$ is now a two-dimensional reciprocal vector. For $\mathbf G\neq0$ the amplitude of its potential obeys

$$\phi_G''-G^2\phi_G=-\frac{4\pi}{A}\delta(z).$$

The decaying solution is $Ce^{-G|z|}$. Its slope jumps by $-2GC$ at $z=0$, which must equal $-4\pi/A$. Thus

$$\phi_G(z)=\frac{2\pi}{AG}e^{-G|z|}.$$

Now take two dumbbell layers $k$ spacings apart. Like charges are separated vertically by $kH$, twice. The upper cation and lower anion are separated by $kH-1$, and the upper anion and lower cation by $kH+1$. The four contributions combine to

$$e^{-GkH}\left(2-e^{G}-e^{-G}\right)=-(2\cosh G-2)\,e^{-GkH}.$$

The $\mathbf G=0$ part of the potential, $-2\pi|z|/A$, gives $2kH-(kH-1)-(kH+1)=0$ and drops out.

Let $K_k$ be the energy per net cell at equal lateral positions minus that at unequal positions. The offsets $+\boldsymbol\tau$ and $-\boldsymbol\tau$ give the same cosine, so

$$K_k=-\frac{2\pi}{A}\sum_{\mathbf G\neq0}\frac{1-\cos(\mathbf G\cdot\boldsymbol\tau)}{G}\,(2\cosh G-2)\,e^{-GkH}.$$

No term is positive, so two layers have lower energy when aligned than when displaced. The large factor $e^G$ comes from the two facing nets of opposite charge, which are the closest of the four pairs.

Energies within a layer and between adjacent layers are common to all stackings, because adjacent layers are always unequal. If $f_k$ is the fraction of layers whose $k$th successor has the same position, then

$$E=E_0+\sum_{k\ge2}K_kf_k .$$

In wurtzite $f_k=1$ for even $k$ and 0 otherwise. In zincblende $f_k=1$ for multiples of 3 and 0 otherwise. Therefore

$$M_{\rm wz}-M_{\rm zb}=-\sum_{k\ \rm even}K_k+\sum_{k=3,6,\dots}K_k=-K_2+K_3-K_4+\dots$$

For the leading term keep $K_2$ and the six shortest reciprocal vectors. Their length is

$$G_1=\frac{4\pi}{\sqrt3\,a}=\frac{4\pi}{\sqrt8}=\sqrt2\,\pi .$$

For $\mathbf G=m_1\mathbf b_1+m_2\mathbf b_2$ the phase is $\mathbf G\cdot\boldsymbol\tau=2\pi(m_1+m_2)/3$. The six vectors are $\pm\mathbf b_1$, $\pm\mathbf b_2$ and $\pm(\mathbf b_1+\mathbf b_2)$, and each has cosine $-1/2$. They contribute $6\times\frac32=9$. Also $2\pi/A=\sqrt3\,\pi/2$, so the prefactor is $9(\sqrt3\,\pi/2)/(\sqrt2\,\pi)=9\sqrt3/(2\sqrt2)$, and

$$M_{\rm wz}-M_{\rm zb}\approx\frac{9\sqrt3}{2\sqrt2}\left[2\cosh(\sqrt2\,\pi)-2\right]e^{-8\sqrt2\,\pi/3}=0.003274 .$$

The Ewald difference is 0.003267, so the formula is 0.24 % too large relative to it. The excess is $7.7\times10^{-6}$. The neglected $K_3=-8.76\times10^{-6}$, the gain of zincblende from its own repeats, is slightly larger than this; the longer reciprocal vectors omitted from $K_2$ offset the remainder, about $1.0\times10^{-6}$. With $K_2=-3.2753\times10^{-3}$ the layer sum reproduces the Ewald difference. The effect is small because the lateral structure of a net fades exponentially with height.

Counting neighbours alone would mislead. Wurtzite has one opposite ion at $2H-1=5/3$, where zincblende has none, but at $\sqrt{11/3}=1.915$ it has nine against twelve. The sum of $1/r$ over these opposite ions is $1/1.667+9/1.915=5.30$ in wurtzite and $12/1.915=6.27$ in zincblende. This part favours zincblende, and the remaining ions reverse it.

### (e) The lowest stacking

Describe a stacking by steps of $+1$ or $-1$ (modulo 3) between successive layers. Call a layer hexagonal if the steps on its two sides are opposite, and cubic if they are equal. Let $x$ be the fraction of cubic layers. Wurtzite has $x=0$ and zincblende $x=1$.

Compare any stacking with wurtzite:

- At $k=2$, two steps return to the same position only if they are opposite. Hence $f_2=1-x$, which costs $x|K_2|$.
- At even $k\ge4$, wurtzite already has $f_k=1$, so no stacking can gain.
- At odd $k\geq3$, wurtzite has $f_k=0$. A repeat across $k$ steps needs at least one cubic layer among the $k-1$ interior layers. Otherwise the steps alternate and sum to $\pm1$, which is not a multiple of 3. Each cubic layer lies inside $k-1$ such windows, so $f_k\le(k-1)x$.

Together these give

$$E-E_{\rm wz}\ \ge\ x\Big[|K_2|-\sum_{k=3,5,\dots}(k-1)|K_k|\Big].$$

Each extra spacing multiplies every term of $K_k$ by at most $r=e^{-G_1H}=e^{-4\sqrt2\,\pi/3}=0.0027$. Hence $|K_k|\le r^{k-2}|K_2|$, and the subtracted sum is at most $(2r+4r^3+\dots)|K_2|$, about half a per cent of $|K_2|$. The bracket is positive. Wurtzite has the lowest energy, and any stacking with a nonzero fraction of cubic layers lies higher.

Two intermediate polytypes illustrate the rule. The sequence 0102 (4H) has half its layers hexagonal, and 012021 (6H) one third. To leading order $M$ should exceed $M_{\rm zb}$ by $|K_2|/2=0.00164$ and $|K_2|/3=0.00109$. Ewald summation gives $M=1.63968$ and $1.63914$, which exceed it by 0.00163 and 0.00109.

The proof concerns ideal geometry, equal charges in all stackings and Coulomb energy alone. Fixing $d$ is harmless to first order. If a nearest-neighbour repulsion common to both crystals sets the bond length, the energy is stationary in $d$, so a small change of $M$ alters the energy, minimized over uniform scaling, by $-\delta M\,q^2/(4\pi\varepsilon_0d)$ to first order. This covers uniform scaling only. Wurtzite can also change $c/a$ and $u$, and when nothing but such a repulsion resists, these modes are soft: a harmonic estimate with an $r^{-9}$ or $r^{-12}$ repulsion gives a further gain of about $1.2\times10^{-3}$, a third of $M_{\rm wz}-M_{\rm zb}$, again in favour of wurtzite.

### (f) CdTe

The inputs are rough, so digits beyond the first in the results below serve only to let the arithmetic be followed.

**Polytype energy.** The Coulomb unit for elementary charges is $e^2/(4\pi\varepsilon_0d)=5.143$ eV. Then

$$E_{\rm wz}-E_{\rm zb}=-0.003267\times0.7^2\times5.143\ {\rm eV}=-8.2\ {\rm meV\ per\ pair}.$$

**Fault energy.** An intrinsic fault in zincblende is one reversed step. Two windows of two steps contain it and become repeats. Three windows of three steps contain it and stop being repeats. The energy per net cell is

$$2K_2-3K_3=-0.006551+0.000026=-0.00652 ,$$

apart from far smaller terms. This is $-16.4$ meV on an area of 0.181 nm². Since 1 meV/nm² is 0.1602 mJ/m², the model fault energy is $-14.5$ mJ/m². Zincblende would lower its energy by forming faults.

**The real case.** The measured fault energy is positive, roughly 10 mJ/m², in keeping with the zincblende structure of CdTe. A fault creates two hexagonal layers, so the real cost is about 5.7 meV per pair in a hexagonal layer, if more distant couplings are neglected. Point charges give $-8.2$ meV. Everything they leave out must therefore supply about $+14$ meV per pair. This total, which depends on the chosen model charge, reverses the sign. It contains covalent bonding, the spread of the charge clouds, any change of charge between stackings, and relaxation; the present numbers do not separate the first three.

**Charge.** The energy scales as $q^2$, and the static charge of an ion in a solid has no unique definition. The value $0.7\,e$ is a round choice. The formal charge $2\,e$ would give $-67$ meV, so the magnitude is uncertain by a large factor while the sign is not.

**Relaxation.** In zincblende tetrahedral symmetry forbids a field at the ions. Wurtzite permits one along its axis. If all anions are raised by $\delta$ at fixed layer spacing, the energy slope at $\delta=0$ equals minus the force on an anion. Numerically it is $-0.01486$ in units of $q^2/(4\pi\varepsilon_0d^2)$. The force on the anion is upward, so the axial bond tends to lengthen. The field has magnitude

$$F=0.01486\times0.7\times\frac{5.143\ {\rm V}}{0.28\ {\rm nm}}=0.191\ {\rm V/nm}.$$

The force on the cation is opposite, so both ions feel the same field. If the crystal responds to it as to a uniform applied field, the polarization is $\varepsilon_0(\varepsilon-1)F$ and the energy gain is

$$\tfrac12\varepsilon_0(\varepsilon-1)V_{\rm pair}F^2\approx0.6\ {\rm meV\ per\ pair},$$

with $\varepsilon=10$ and $V_{\rm pair}=0.0676$ nm³. This estimate assumes linear response, a fixed cell and nearly cubic local-field factors. With an optical dielectric constant near 7, about two thirds of it is electronic polarization and only about 0.2 meV comes from displacement of the ions; letting the cell relax adds roughly another 0.15 meV. It adds to the preference for wurtzite, but is less than a tenth of the direct term.

**Temperature.** At 300 K, $k_BT=25.85$ meV. This should not be compared directly with the energy per pair, since a whole layer changes its stacking together. What matters is the difference in vibrational free energy. In the classical limit each mode contributes $k_BT\ln(\hbar\omega/k_BT)$, and there are six modes per pair. If all frequencies differed by an assumed 1 %, the change would be $6\times25.85\times\ln1.01=1.5$ meV per pair, in favour of the softer structure.

With the model charge $0.7\,e$ the point-charge term happens to be comparable in size with the real cost of a hexagonal layer; with the formal charge it would be far larger. In either case it has the wrong sign for CdTe and cannot by itself predict the stable stacking. The numerical output below lists the values used here.

## Table of computed values

```
Madelung constant, zincblende, Ewald: 1.63805505 (dimensionless)
Madelung constant, wurtzite, Ewald: 1.64132163 (dimensionless)
Zincblende, direct neutral-unit sum: 1.63805505
Wurtzite, direct neutral-unit sum: 1.64132163
Largest change with Ewald parameter: 6.7e-16
Difference wurtzite - zincblende, Ewald: 0.00326657
Same difference, layer couplings: 0.00326657
Same difference, first-star formula: 0.00327428
Relative difference: 0.199 %
Layer coupling K_2: -3.2753e-03 q^2/(4 pi eps0 d)
Layer coupling K_3: -8.7584e-06 q^2/(4 pi eps0 d)
Layer coupling K_4: -2.3428e-08 q^2/(4 pi eps0 d)
Bound on odd-repeat gain / K_2 loss: 0.00535
Non-wurtzite step sequences tested: 2036 (periods 1 to 10)
Madelung constant, 4H: 1.63968397
Madelung constant, 6H: 1.63914099
Opposite ions at 1.6667 d: zb 0, wz 1
Opposite ions at 1.9149 d: zb 12, wz 9
Energy slope with dumbbell length, wz: -0.014863 q^2/(4 pi eps0 d^2)
Energy slope with dumbbell length, zb: 2.1e-08 q^2/(4 pi eps0 d^2)
Isolated fault energy per net cell: -0.006524 q^2/(4 pi eps0 d)
CdTe rough bond length: 0.28 nm
Round model charge: 0.7 e
Coulomb energy e^2/(4 pi eps0 d): 5.1427 eV
Area per dumbbell: 0.1811 nm^2
Volume per ion pair: 0.0676 nm^3
Point-charge E(wz) - E(zb): -8.23 meV per pair
Point-charge intrinsic fault energy: -14.5 mJ/m^2
Rough measured fault energy, input: 10 mJ/m^2
Measured fault cost per hexagonal layer: 5.7 meV per pair
Missing non-point-charge cost: 13.9 meV per pair
E(wz) - E(zb) with formal charge 2 e: -67.2 meV per pair
Axial field at wurtzite ions: 0.191 V/nm
Rough static dielectric constant, input: 10
Estimated relaxation energy gain: 0.61 meV per pair
Temperature of use: 300 K; kT = 25.85 meV
Assumed shift of all frequencies: 1 %
Resulting vibrational free-energy change: 1.54 meV per pair
```
